\section*{Boundary transport product from surface accumulation through a thin film}

\section*{The experiment}

A polycrystalline film of thickness $L$ separates a solute source from a free exit surface (the Hwang--Balluffi geometry). The grains are frozen: solute crosses only along parallel boundaries of width $\delta$, spacing $d$ and diffusivity $D_b$. The boundary length per unit film area is $\lambda=1/d$. On the exit surface the solute spreads rapidly.

Let $x(z,t)$ be the site fraction of solute in a boundary at distance $z$ from the source. The film is empty at $t=0$, and thereafter the source holds $x(0,t)=x_b$. The exit layer has thickness $\delta_s$ and the same site density $N$ as the boundary. It is in local equilibrium with the boundary mouth and, until part (f), has occupancy $\theta=kx(L,t)$. Its content per unit area is therefore
\[
\Gamma=N\delta_s\theta=NK\,x(L,t),\qquad K=k\delta_s ,
\]
where the length $K$ measures the capacity of the surface. At late times the signal is
\begin{equation}
\Gamma(t)=\Gamma_{\rm sat}\left(1-A\,e^{-t/\tau}\right),\qquad \Gamma_{\rm sat}=NKx_b .
\label{signal}
\end{equation}
The boundary transport product is $\delta D_b$.

\section*{(a) Quasi-steady exchange}

\textbf{Question.} Neglect the solute stored in the boundaries. Find the time constant, and state what $\tau$ and $\Gamma_{\rm sat}$ determine, separately and together.

\textbf{Answer.} Without storage the profile in each boundary is linear. Let $u=x(L,t)/x_b$. The flux per unit boundary cross-section is $ND_bx_b(1-u)/L$, and the boundary cross-section per unit film area is $\lambda\delta$. Equating the supply to the growth of $\Gamma=NKx_bu$ and cancelling $Nx_b$ gives
\begin{equation}
K\frac{du}{dt}=\frac{\lambda\delta D_b}{L}(1-u),\qquad
u=1-e^{-t/\tau_0},\qquad \tau_0=\frac{KL}{\lambda\delta D_b}.
\label{tau0}
\end{equation}
The time constant alone gives $\delta D_b/K$: a surface that holds more solute fills more slowly through the same boundaries. Multiplying $1/\tau_0$ by $\Gamma_{\rm sat}=NKx_b$ removes the unknown capacity:
\begin{equation}
Nx_b\,\delta D_b=\frac{L\,\Gamma_{\rm sat}}{\lambda\tau_0}.
\label{naive}
\end{equation}
The saturation level is thus needed as well as the rate. Even then the data give the product multiplied by $Nx_b$. To isolate $\delta D_b$ one must know $x_b$, or equivalently $K=\Gamma_{\rm sat}/(Nx_b)$.

\section*{(b) Solute stored in the boundaries}

\textbf{Question.} Restore the storage. Find $\tau$ and $A$, and show that $A$ supplies the correction to (\ref{naive}).

\textbf{Answer.} Let $v=1-x/x_b$ be the deficit. It obeys $\partial_tv=D_b\partial_z^2v$ with $v(0,t)=0$. The surface gains what the boundaries deliver, $K\partial_tu=-\lambda\delta D_b\,\partial_z(x/x_b)$ at $z=L$, so
\[
K\,\partial_tv=-\lambda\delta D_b\,\partial_zv\qquad(z=L).
\]
Insert $v=\sin(\mu z/L)\,e^{-t/\tau}$. The diffusion equation gives $1/\tau=D_b\mu^2/L^2$, and the exit condition gives $K(\mu^2/L^2)\sin\mu=\lambda\delta(\mu/L)\cos\mu$. Hence
\begin{equation}
\mu\tan\mu=\varepsilon,\qquad \varepsilon=\frac{\lambda\delta L}{K},\qquad \frac1\tau=\frac{D_b\mu^2}{L^2}.
\label{mu}
\end{equation}
Here $\varepsilon$ is the boundary capacity divided by the surface capacity. The slowest mode has $0<\mu<\pi/2$.

To find its amplitude, put $s=z/L$ and $\phi_n=\sin\mu_ns$. The modes satisfy $\phi_n''=-\mu_n^2\phi_n$ and $\phi_n'(1)=\mu_n^2\phi_n(1)/\varepsilon$. Integrating by parts,
\begin{align*}
(\mu_m^2-\mu_n^2)\int_0^1\phi_m\phi_n\,ds
&=\left[\phi_m\phi_n'-\phi_m'\phi_n\right]_{s=1}\\
&=-\frac{\mu_m^2-\mu_n^2}{\varepsilon}\,\phi_m(1)\phi_n(1).
\end{align*}
Different modes are therefore orthogonal under the product $\int_0^1fg\,ds+f(1)g(1)/\varepsilon$, whose second term is the weight of the surface. Initially $v=1$ in the boundaries and on the surface. The coefficient of the slowest mode is
\[
c=\frac{\int_0^1\sin\mu s\,ds+\sin\mu/\varepsilon}{\int_0^1\sin^2\mu s\,ds+\sin^2\mu/\varepsilon}.
\]
From (\ref{mu}), $\sin\mu/\varepsilon=\cos\mu/\mu$. The numerator becomes $(1-\cos\mu)/\mu+\cos\mu/\mu=1/\mu$. The denominator becomes
\[
\frac12-\frac{\sin2\mu}{4\mu}+\frac{\sin2\mu}{2\mu}=\frac{2\mu+\sin2\mu}{4\mu}.
\]
The surface deficit is the mode at $s=1$, so $A=c\sin\mu$:
\begin{equation}
A=\frac{4\sin\mu}{2\mu+\sin2\mu},\qquad
\frac1A=\frac12\left(\frac{\mu}{\sin\mu}+\cos\mu\right).
\label{A}
\end{equation}
The second form shows that $A$ fixes $\mu$ uniquely, because
\[
\frac{d}{d\mu}\frac1A=\frac{\cos\mu\,(\sin\mu\cos\mu-\mu)}{2\sin^2\mu}<0
\qquad(0<\mu<\pi/2).
\]
Now write $\delta=\varepsilon K/(\lambda L)$ and $D_b=L^2/(\mu^2\tau)$, multiply them, and use $NKx_b=\Gamma_{\rm sat}$:
\begin{equation}
Nx_b\,\delta D_b=\frac{L\,\Gamma_{\rm sat}}{\lambda\tau}\,\frac{\varepsilon}{\mu^2}.
\label{full}
\end{equation}
For a linear isotherm, the measured $A$ gives $\mu$, then $\varepsilon=\mu\tan\mu$. The same data give $D_b=L^2/(\mu^2\tau)$ without $\delta$ or $x_b$.

\section*{(c) Two limits}

\textbf{Question.} Find a simple correction for small $\varepsilon$. What can be extracted when $\varepsilon$ is large?

\textbf{Answer.} For small $\mu$, $\varepsilon=\mu\tan\mu=\mu^2(1+\mu^2/3+\dots)$. Since $L^2/(D_b\varepsilon)=\tau_0$,
\begin{equation}
\tau=\frac{L^2}{D_b\mu^2}\simeq\tau_0\left(1+\frac{\varepsilon}{3}\right)=\tau_0+\frac{L^2}{3D_b}.
\label{delay}
\end{equation}
In (\ref{A}), $\mu/\sin\mu\simeq1+\mu^2/6$ and $\cos\mu\simeq1-\mu^2/2$, so $1/A\simeq1-\mu^2/6$ and $\ln A\simeq\mu^2/6$. The late exponential, extrapolated backwards, crosses $\Gamma=0$ at the lag time
\begin{equation}
t_\ell=\tau\ln A\simeq\frac{L^2}{6D_b}.
\label{lag}
\end{equation}
The delay in (\ref{delay}) is twice this lag. Hence $\tau_0\simeq\tau-2t_\ell$, and to first order
\begin{equation}
Nx_b\,\delta D_b\simeq\frac{L\,\Gamma_{\rm sat}}{\lambda(\tau-2t_\ell)}.
\label{lagform}
\end{equation}

For $\varepsilon\to\infty$, $\mu\to\pi/2$ and $\tau\to4L^2/(\pi^2D_b)$. The rate then measures $D_b$ alone. The amplitude tends to $4/\pi$ with zero slope in $\mu$, while $\varepsilon=\mu\tan\mu$ diverges. A small error in $A$ then ruins $\varepsilon$, and with it the product from (\ref{full}).

\section*{(d) Numbers}

\textbf{Question.} A noise-free signal was computed for copper crossing columnar TiN at 700 K, with $L=50$ nm, $d=20$ nm, $\delta=0.5$ nm, $\delta_s=0.25$ nm, $N=50$ nm$^{-3}$ and $x_b=0.01$. It has $\Gamma_{\rm sat}=1.250$ nm$^{-2}$, $\tau=58\,581$ s and $A=1.07013$. Extract $\delta D_b$ by (\ref{naive}), (\ref{lagform}) and (\ref{full}).

\textbf{Answer.} First, $K=\Gamma_{\rm sat}/(Nx_b)=1.250/0.5=2.5$ nm, so $k=10$. Using $\tau$ in place of $\tau_0$, the quasi-steady formula gives
\[
\delta D_b=\frac{KLd}{\tau}=\frac{2.5\times50\times20}{58\,581}=0.0427\ \mathrm{nm^3/s}.
\]
The lag is $t_\ell=\tau\ln A=3970$ s, so the corrected time is $58\,581-7940=50\,641$ s and $\delta D_b=2500/50\,641=0.0494$ nm$^3$/s.

For the full formula, solving (\ref{A}) numerically for $\mu$ gives $\mu=0.6533$ and $\varepsilon=0.500$. The factor is $\varepsilon/\mu^2=1.172$, and
\[
\delta D_b=0.0427\times1.172=0.0500\ \mathrm{nm^3/s}=5.0\times10^{-23}\ \mathrm{cm^3/s}.
\]
Also $D_b=L^2/(\mu^2\tau)=0.100$ nm$^2$/s, the value used to generate the signal. Relative to the input product, the quasi-steady result is 15\% low and the lag-corrected result 1.3\% low. The boundaries are narrow, but here they hold half as much solute at saturation as the surface does.

The signal came from dividing the boundary and the surface into finite volumes and diagonalizing the resulting linear rate equations. Its second mode has amplitude $-0.087$ and decay time 2307 s, so a fit of (\ref{signal}) should start several such times after the beginning.

\section*{(e) What ``rapid'' spreading means, and unequal boundaries}

\textbf{Question.} Let the exit surface have finite diffusivity $D_s$. When may it be treated as well mixed? Then, for a mixed surface, let a fraction $f_i$ of the boundary length have diffusivity $D_i$. Which average is measured?

\textbf{Answer.} Let $y$ run along the surface from a boundary, $y=0$, to the midpoint $y=d/2$, where symmetry forbids a flux. A mode decaying as $e^{-t/\tau}$ is $\sin pz$ in the boundary and $B\cos[q(d/2-y)]$ on the surface, with $D_bp^2=D_sq^2=1/\tau$. At the junction the deficit is continuous and the boundary flux splits between two sides:
\begin{align*}
\sin pL&=B\cos(qd/2),\\
\delta D_b\,p\cos pL&=2KD_s\,Bq\sin(qd/2).
\end{align*}
Dividing the second line by the first gives
\begin{equation}
\delta D_b\,p\cot pL=2KD_s\,q\tan(qd/2).
\label{surface}
\end{equation}
For small arguments, $p\cot pL\simeq(1-p^2L^2/3)/L$ and $q\tan(qd/2)\simeq(q^2d/2)(1+q^2d^2/12)$. Insert $p^2$ and $q^2$, then multiply by $\tau L/(\delta D_b)$:
\[
\tau-\frac{L^2}{3D_b}\simeq\tau_0\left(1+\frac{d^2}{12D_s\tau}\right),
\qquad
\tau\simeq\tau_0+\frac{L^2}{3D_b}+\frac{d^2}{12D_s}.
\]
The last step replaces $\tau$ by $\tau_0$ inside the small term. The condition is $d^2/(12D_s)\ll\tau_0$, not $D_s\gg D_b$. With the $D_s=100$ nm$^2$/s used for the signal, the surface delay is 0.33 s, against $\tau_0=50\,000$ s. A first-order delay of 1\% of $\tau_0$ would need $D_s$ as low as 0.067 nm$^2$/s, which is below $D_b$. Diagonalizing the finite-volume equations at that value gives a shift of 0.85\% of $\tau_0$; the first-order estimate is not exact at $\varepsilon=0.5$.

For unequal boundaries under a mixed surface, each one contributes its own cotangent:
\[
\lambda\delta\sum_if_iD_ip_i\cot p_iL=\frac K\tau,\qquad p_i^2=\frac1{\tau D_i}.
\]
To first order $D_ip_i\cot p_iL\simeq D_i/L-L/(3\tau)$. With $\bar D=\sum_if_iD_i$, this gives
\[
\tau\simeq\frac{KL}{\lambda\delta\bar D}+\frac{L^2}{3\bar D}.
\]
The amplitude follows from the same weighted projection as in (b). At leading order every boundary has the linear deficit $s$, whatever its $D_i$, so
\[
A\simeq\frac{\int_0^1s\,ds+1/\varepsilon}{\int_0^1s^2ds+1/\varepsilon}
=\frac{1+\varepsilon/2}{1+\varepsilon/3}\simeq1+\frac\varepsilon6 .
\]
Since $\tau_0\varepsilon=L^2/\bar D$, the lag is $L^2/(6\bar D)$. Rate and lag both return the length-weighted arithmetic mean, provided $L^2/D_i\ll\tau$ for every boundary. With half the boundaries at $0.5D_b$ and half at $1.5D_b$, the slower half has $L^2/D_i=0.85\tau$, so the condition is not strictly met. The error is still small here: the diagonalized equations and (\ref{lagform}) give 0.0492 nm$^3$/s, 1.6\% below the mean product. Most of that is the 1.3\% error already present for equal boundaries.

\section*{(f) Site blocking on the exit surface}

\textbf{Question.} Replace the linear isotherm by $\theta=kx/[1+(k-1)x]$. How far is the quasi-steady result (\ref{naive}) in error?

\textbf{Answer.} Saturation measures the integral capacity, $\theta_{\rm sat}/x_b=k/[1+(k-1)x_b]$. The late rate responds to the slope at saturation,
\[
k_d=\left.\frac{d\theta}{dx}\right|_{x_b}=\frac{k}{[1+(k-1)x_b]^2}.
\]
Linearizing $\delta_s\,d\theta/dt=\lambda\delta D_b(x_b-x)/L$ about $x_b$ gives $\tau=k_d\delta_sL/(\lambda\delta D_b)$. The apparent product is therefore
\[
(\delta D_b)_{\rm app}=\frac{L\delta_s}{\lambda\tau}\,\frac{\theta_{\rm sat}}{x_b}
=\delta D_b\,\frac{\theta_{\rm sat}/x_b}{k_d}
=\delta D_b\,[1+(k-1)x_b].
\]
For $k=10$ and $x_b=0.01$ the factor is 1.09. Without storage, site blocking thus raises the product found from the late rate by 9\%.

Blocking also changes the amplitude. With $y=\theta/\theta_{\rm sat}$ and $a=(k-1)x_b$, the rate equation without storage integrates exactly to
\[
\frac t\tau=-\ln(1-y)+a\,y .
\]
At late times $y\to1$, so $1-y\to e^{a}e^{-t/\tau}$ and $\ln A=a$. Here $a=0.09$, more than the 0.068 that storage alone produces in (d). An amplitude above 1 is therefore not proof of storage. The term $ay$ also delays the pure exponential: a fit from 0.2 to 5 times 58\,581 s gives an apparent product only about 5\% high.

With storage and blocking together, a numerical solution for the parameters of (d) gives late data from which (\ref{naive}) is about 10\% low and (\ref{lagform}) about 25\% high, while $D_b$ from (b) comes out at about half its true value. These errors depend on the fitting window: a noise-free fit from 0.2 to 5 times 58\,581 s puts (\ref{naive}) about 12\% low, (\ref{lagform}) about 5\% high and $D_b$ about 9\% low.

\section*{(g) Reliability of a real measurement}

\textbf{Question.} Discuss the effect of noise and of stopping before saturation. Which assumptions matter most for copper in TiN?

\textbf{Answer.} Gaussian noise with standard deviation 1\% of $\Gamma_{\rm sat}$ was added to 40 equally spaced points of the computed signal. $\Gamma_{\rm sat}$, $A$ and $\tau$ were fitted by least squares, with $Nx_b$ known, in 300 repetitions. The relative standard deviations were:
\begin{center}
\begin{tabular}{lccc}
Window & $\tau$ & (\ref{naive}) & (\ref{lagform})\\
$0.2\tau$ to $5\tau$ & 1.7\% & 1.5\% & 3.5\%\\
$0.2\tau$ to $1.5\tau$ & 4.9\% & 2.7\% & 5.3\%
\end{tabular}
\end{center}
In the short window the ratio $\Gamma_{\rm sat}/\tau$ suffers less than $\tau$. Equation (\ref{signal}) gives $d\Gamma/dt=(\Gamma_{\rm sat}-\Gamma)/\tau$, so
\[
\frac{\Gamma_{\rm sat}}{\tau}=\frac{d\Gamma}{dt}+\frac{\Gamma}{\tau}.
\]
If the data fix $\Gamma$ and its slope at mid-window, a relative error in $\tau$ enters the ratio multiplied by $\Gamma/\Gamma_{\rm sat}$. At $t=0.85\tau$ this factor is $1-1.07e^{-0.85}=0.54$, and $0.54\times4.9\%=2.6\%$, close to the 2.7\% found. For a linear isotherm, the lag correction costs precision but removes most of the 15\% bias. The value of $D_b$ from (b) is much less precise: linearized error propagation gives a scatter of about 14\% in either window. It also needs the true zero of time: if the clock starts 600 s before the film is hot, $t_\ell$ is 600 s too long so $D_b$ from (b) comes out about 14\% low. The product from (\ref{lagform}) rises by about $1200/50\,641=2.4\%$ and that from (\ref{full}) by about 3\%, while (\ref{naive}) is unchanged.

The TiN parameters are rough assumptions, not measurements. Boundary diffusivities in such films depend strongly on deposition, and 50 nm is thick for a modern interconnect barrier. The dilute exit layer is also an assumption: the chosen $k$ and $x_b$ give a saturated occupancy $kx_b=0.1$. Reading $A$ as a measure of storage requires $(k-1)x_b\ll\varepsilon/6$, which these values do not satisfy, so the extraction in (d) illustrates the linear isotherm only. Real columns are bounded on all sides: for square columns of side $d$, $\lambda=2/d$, which halves the product inferred from the same data but leaves $D_b$ unchanged. The product from (\ref{full}) also varies as $1/x_b$, so $x_b$ must be known separately. If $\delta$ is known instead, $\delta L^2/(\mu^2\tau)$ gives the product without $x_b$. With an assumed activation energy of 1.0 eV, a temperature 5 K too high raises $D_b$ by 12.5\%.

Leakage into the grains is small for the assumed values. Let the lattice diffusivity be $D_l=10^{-9}$ nm$^2$/s and the lattice solubility $r=0.1$ of the boundary value. A face held at fixed concentration takes up an equivalent depth $2\sqrt{D_lt/\pi}$. Each boundary has two faces, and the exit surface adds one. Relative to the surface content, the uptake after $t=5\tau$ is
\[
\frac{2r}{K}\sqrt{\frac{D_lt}{\pi}}\,(2\lambda L+1)=0.5\%.
\]
This takes every face at its saturated concentration from the start. The diffusion depth $\sqrt{D_lt}=0.017$ nm is less than an atomic spacing, so the continuum estimate gives only a size. If the exit surface oxidizes or nucleates a copper compound, it becomes a continuing sink. There is then no saturation of the assumed kind, and (\ref{full}) does not apply.
